# Sign of the surface force on an excited atom near a polariton: test program

```python
# Result under test: an excited atom at distance z from a surface has the
# shift U = -C3/z^3, C3 = (1/12) sum_b r_b |d_ab|^2 (atomic units), where
#   upward line:   r = (2/pi) int_0^inf w0 S(i xi)/(w0^2+xi^2) dxi
#   downward line: r = 2 Re S(w0) - (the same integral)
# and S = (eps-1)/(eps+1). Just above the surface polariton ws the downward
# factor is large and negative; just below it, large and positive.
# Frequencies are wavenumbers in cm^-1. K is the image energy for S = 1.
# Atom: caesium-like valence electron in a Fues potential for each channel.
# Surface: sapphire-like single phonon oscillator with round parameters.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import roots_genlaguerre, eval_genlaguerre, gammaln
from sympy import Rational, sqrt as ssqrt
from sympy.physics.wigner import clebsch_gordan

EPS_INF, W_TO, W_LO, DAMP = 3.0, 520.0, 930.0, 15.0
S_INF = (EPS_INF - 1) / (EPS_INF + 1)
HARTREE_CM = const.value('hartree-inverse meter relationship') / 100
BOHR = const.value('Bohr radius')
C3_UNIT = const.value('hartree-hertz relationship') * BOHR**3 * 1e15


def surface(scale=1.0, damping=DAMP):
    return W_TO * scale, W_LO * scale, damping


def permittivity(w, p):
    wt, wl, g = p
    return EPS_INF * (1 + (wl**2 - wt**2) / (wt**2 - w**2 - 1j * g * w))


def image(w, p):
    e = permittivity(w, p)
    return (e - 1) / (e + 1)


def polariton(p):
    wt, wl, _ = p
    ws = np.sqrt(wt**2 + EPS_INF * (wl**2 - wt**2) / (EPS_INF + 1))
    return ws, 2 * (ws**2 - wt**2) / (EPS_INF + 1)


nodes, node_weights = np.polynomial.legendre.leggauss(300)
theta = (nodes + 1) * np.pi / 4
theta_weights = node_weights * np.pi / 4


def virtual_factor(w0, p):
    stretch = np.sqrt(w0 * polariton(p)[0])
    xi = stretch * np.tan(theta)
    f = w0 / (w0**2 + xi**2) * image(1j * xi, p).real
    return 2 / np.pi * np.sum(theta_weights * f * stretch / np.cos(theta)**2)


def image_factor(signed_w, p):
    """signed_w = (E_b - E_a); negative for a downward line."""
    v = virtual_factor(abs(signed_w), p)
    return v if signed_w > 0 else 2 * image(-signed_w, p).real - v


# ---- atom: radial pseudo-spectra, complete in each channel ----
DEFECT = {'D3/2': 2.47, 'P1/2': 3.63, 'P3/2': 3.59, 'F5/2': 0.02}
LOWEST_N = {'D3/2': 5, 'P1/2': 6, 'P3/2': 6, 'F5/2': 4}
LAM = {c: LOWEST_N[c] - DEFECT[c] - 1 for c in DEFECT}
N_STAR = 6 - DEFECT['D3/2']
LAM_A = LAM['D3/2']
BETA = 1 / N_STAR
E_A = -0.5 / N_STAR**2
xq, wq = roots_genlaguerre(20, 2 * LAM_A + 2)
norm_a = np.sum(wq * eval_genlaguerre(1, 2 * LAM_A + 1, xq)**2) / (2 * BETA)


def channel_spectrum(lam, size=40):
    k = np.arange(size)
    norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + 2 * lam + 2)))

    def basis(x):
        return norm[:, None] * eval_genlaguerre(k[:, None], 2 * lam + 1, x)

    x, w = roots_genlaguerre(60, 2 * lam + 2)
    b = basis(x)
    overlap = (b * w) @ b.T / (2 * BETA)
    ham = np.diag(BETA * (k + lam + 1) - 1) - BETA**2 / 2 * overlap
    energy, vec = eigh(ham, overlap)
    x, w = roots_genlaguerre(60, lam + LAM_A + 3)
    state = eval_genlaguerre(1, 2 * LAM_A + 1, x) / np.sqrt(norm_a)
    dip = basis(x) @ (w * state) / (2 * BETA)**2
    return energy, vec.T @ dip


WEIGHT = {'P1/2': 1 / 3, 'P3/2': 1 / 15, 'F5/2': 3 / 5}
spectra = {c: channel_spectrum(LAM[c]) for c in WEIGHT}
r2_mean = N_STAR**2 / 2 * (5 * N_STAR**2 + 1 - 3 * LAM_A * (LAM_A + 1))
for c in WEIGHT:  # closure over bound states and continuum
    assert abs(np.sum(spectra[c][1]**2) / r2_mean - 1) < 1e-3
line = {c: (E_A - spectra[c][0][1]) * HARTREE_CM for c in ('P1/2', 'P3/2')}
w_line = line['P1/2']
R_line = abs(spectra['P1/2'][1][1])

# Independent radial solution on a finite-difference grid
h = 0.01
r = h * np.arange(1, 9001)
grid_state, grid_energy = {}, {}
for c in ('D3/2', 'P1/2'):
    diag = 1 / h**2 + LAM[c] * (LAM[c] + 1) / (2 * r**2) - 1 / r
    e, u = eigh_tridiagonal(diag, np.full(r.size - 1, -0.5 / h**2),
                            select='i', select_range=(1, 1))
    grid_energy[c], grid_state[c] = e[0], u[:, 0]
R_grid = abs(np.sum(grid_state['D3/2'] * r * grid_state['P1/2']))
w_grid = (grid_energy['D3/2'] - grid_energy['P1/2']) * HARTREE_CM
assert abs(R_grid / R_line - 1) < 1e-3
assert abs(w_grid - w_line) < 1.0

# Angular weights from explicit spin-orbital coupling
half = Rational(1, 2)


def angular(l2, j2, M):
    """Strengths parallel and normal to the surface from D3/2, sublevel M."""
    out = {}
    for q in (-1, 0, 1):
        amp = 0
        for ms in (-half, half):
            m, m2 = M - ms, M + q - ms
            if abs(m) > 2 or abs(m2) > l2 or abs(M + q) > j2:
                continue
            unit = (ssqrt(Rational(5, 2 * l2 + 1))
                    * clebsch_gordan(2, 1, l2, 0, 0, 0)
                    * clebsch_gordan(2, 1, l2, m, q, m2))
            amp += (clebsch_gordan(2, half, 3 * half, m, ms, M) * unit
                    * clebsch_gordan(l2, half, j2, m2, ms, M + q))
        out[q] = float(amp)**2
    return out[-1] + out[1], out[0]


geometry = {}
for c, l2, j2 in (('P1/2', 1, half), ('P3/2', 1, 3 * half),
                  ('F5/2', 3, 5 * half)):
    pairs = [angular(l2, j2, M) for M in (half, 3 * half)]
    geometry[c] = [a + 2 * b for a, b in pairs]
    for a, b in pairs:
        assert abs(a + b - WEIGHT[c]) < 1e-10
    assert abs(np.mean(geometry[c]) - 4 / 3 * WEIGHT[c]) < 1e-10

# ---- image factor ----
p0 = surface()
ws, A = polariton(p0)
for w in (300.0, 840.0, 900.0, 2000.0):
    pole = S_INF + A / (ws**2 - w**2 - 1j * DAMP * w)
    assert abs(pole - image(w, p0)) < 1e-9
r_line = image_factor(-w_line, p0)


def im_s(w):
    return image(w, p0).imag


static = quad(lambda w: im_s(w) / w, 1e-9, 3000, points=[ws], limit=500)[0]
static += quad(lambda w: im_s(w) / w, 3000, np.inf)[0]
assert abs(S_INF + 2 / np.pi * static - image(0.0, p0).real) < 1e-5
for w in (w_line, 700.0, 835.0):
    pv = quad(im_s, 0, 2 * w, weight='cauchy', wvar=w, limit=1000)[0]
    pv += quad(lambda x: im_s(x) / (x - w), 2 * w, np.inf, limit=500)[0]
    assert abs(S_INF + 2 / np.pi * pv - image_factor(-w, p0)) < 1e-3

# Excited atom plus discrete surface oscillators: shift and decay in time
K_test, n_bath, top = 1e-3, 1500, 2400.0
dw = top / n_bath
w_bath = (np.arange(n_bath) + 0.5) * dw
H = np.diag(np.concatenate(([w_line], w_bath)))
H[0, 1:] = H[1:, 0] = np.sqrt(2 * K_test / np.pi * im_s(w_bath) * dw)
e_bath, v_bath = np.linalg.eigh(H)
t1, t2 = 1.5, 3.0
c1, c2 = [np.sum(v_bath[0]**2 * np.exp(-1j * (e_bath - w_line) * t))
          for t in (t1, t2)]
slope = np.log(c2 / c1) / (t2 - t1)
r_bath = S_INF + slope.imag / K_test
im_bath = -2 * slope.real / (4 * K_test)
assert abs(r_bath / r_line - 1) < 0.01
assert abs(im_bath / im_s(w_line) - 1) < 0.01

# Lossless law, near-resonance law, extremes and window of reversal
p_free = surface(damping=0.0)
for w in (500.0, 800.0, 900.0, 1300.0, 1500.0):
    law = S_INF + A / (ws * (ws - w))
    assert abs(image_factor(-w, p_free) - law) < 1e-6 * (1 + abs(law))
D = ws - w_line
r_near = S_INF + A / ws * D / (D**2 + DAMP**2 / 4)
assert abs(r_near / r_line - 1) < 0.03
scan = np.linspace(ws - 40, ws + 40, 801)
r_scan = np.array([image_factor(-w, p0) for w in scan])
peak = A / (ws * DAMP)
assert abs(r_scan.min() / (S_INF - peak) - 1) < 0.03
assert abs(r_scan.max() / (S_INF + peak) - 1) < 0.03
low_zero = brentq(lambda w: image_factor(-w, p0), ws - 3, ws + DAMP / 2)
high_zero = brentq(lambda w: image_factor(-w, p0), ws + 100, 3000)
free_edge = ws + A / (S_INF * ws)
assert abs(high_zero / free_edge - 1) < 0.01
# Strong damping removes the near-resonance reversal
p_lossy = surface(damping=3 * A / (ws * S_INF))
assert min(image_factor(-w, p_lossy) for w in scan) > 0


# Full reflected field against its near-field limit, isotropic dipole
def retardation_ratio(z):
    Z = 2 * np.pi * w_line * 100 * z
    eps = permittivity(w_line, p0)

    def trace(kz2):
        k2 = 1 - kz2
        kz = np.sqrt(kz2 + 0j)
        km = np.sqrt(eps - k2 + 0j)
        km = np.where(km.imag < 0, -km, km)
        rp = (eps * kz - km) / (eps * kz + km)
        rs = (kz - km) / (kz + km)
        return 2 * rs + 2 * rp * (k2 - kz2)

    total = 0
    for a, b in ((0, 5), (5, 25 / Z)):
        q = a + (nodes + 1) * (b - a) / 2
        total += np.sum(node_weights * np.exp(-2 * q * Z)
                        * trace(-q**2)) * (b - a) / 2
    q = (nodes + 1) / 2
    total += 1j * np.sum(node_weights * np.exp(2j * q * Z) * trace(q**2)) / 2
    return total.real / (image(w_line, p0).real / Z**3)


ratios = {z: retardation_ratio(z * 1e-9) for z in (10, 50, 100, 500)}
assert abs(ratios[10] - 1) < 0.002
assert abs(ratios[50] - 1) < 0.02


# ---- total C3 ----
def contributions(p):
    parts = {}
    for c in WEIGHT:
        energy, R = spectra[c]
        f = np.array([image_factor((e - E_A) * HARTREE_CM, p)
                      for e in energy])
        parts[c] = WEIGHT[c] * R**2 * f / 12 * C3_UNIT
    return parts


def total_c3(scale):
    return sum(v.sum() for v in contributions(surface(scale)).values())


parts = contributions(p0)
c3 = total_c3(1.0)
c3_line = parts['P1/2'][1]
mirror = r2_mean / 12 * C3_UNIT
strength = WEIGHT['P1/2'] * R_line**2 / 12 * C3_UNIT
r_needed = -(c3 - c3_line) / strength
assert c3 < 0 < c3 - c3_line
assert abs(c3) > 2 * mirror
s_low = brentq(total_c3, 0.85, 1.0)
s_high = brentq(total_c3, 1.0, 1.03)
shift = -c3
width = 4 * strength * im_s(w_line)
occupation = 1 / np.expm1(const.h * const.c * w_line * 100 / (const.k * 300))
assert shift * 1e6 / (const.c * 100) < 0.01 * DAMP

print(f"eps_inf, static eps: {EPS_INF:.1f}, {permittivity(0, p0).real:.2f}")
print(f"phonon wT, wL, damping: {W_TO:.0f}, {W_LO:.0f}, {DAMP:.0f} cm^-1")
print(f"surface polariton ws: {ws:.1f} cm^-1 = {1e4/ws:.2f} um")
print(f"S_inf: {S_INF:.2f}; A: {A:.0f} cm^-2; A/ws: {A/ws:.1f} cm^-1")
for c in DEFECT:
    print(f"{c}: quantum defect {DEFECT[c]:.2f}, lambda {LAM[c]:.2f}")
print(f"6D3/2 effective n: {N_STAR:.2f}; <r^2>: {r2_mean:.1f} a0^2")
print(f"6D3/2-7P1/2 line: {w_line:.1f} cm^-1 = {1e4/w_line:.2f} um")
print(f"6D3/2-7P3/2 line: {line['P3/2']:.1f} cm^-1")
print(f"radial element 6D3/2-7P1/2: {R_line:.2f} a0; grid {R_grid:.2f} a0")
print(f"|d|^2 of 7P1/2 line: {WEIGHT['P1/2']*R_line**2:.2f} e^2 a0^2")
print(f"detuning ws-w0: {D:.1f} cm^-1")
print(f"S at line: Re {image(w_line, p0).real:.2f}, Im {im_s(w_line):.2f}")
print(f"virtual integral at line: {virtual_factor(w_line, p0):.3f}")
print(f"image factor r at line: {r_line:.2f}")
print(f"r from oscillator dynamics: {r_bath:.2f}; Im S: {im_bath:.2f}")
print(f"r from near-resonance law: {r_near:.2f}")
print(f"extreme r in scan: {r_scan.min():.2f}, {r_scan.max():.2f}")
print(f"r<0 for w0 from {low_zero:.1f} to {high_zero:.1f} cm^-1")
print(f"lossless upper edge: {free_edge:.1f} cm^-1")
print(f"C3 of 7P1/2 line: {c3_line:.1f} kHz um^3")
print(f"C3 of other P1/2: {parts['P1/2'].sum()-c3_line:.2f} kHz um^3")
print(f"C3 of all P3/2: {parts['P3/2'].sum():.2f} kHz um^3")
print(f"C3 of all F5/2: {parts['F5/2'].sum():.2f} kHz um^3")
print(f"total C3: {c3:.1f} kHz um^3 = {c3/C3_UNIT:.1f} atomic units")
print(f"ideal-mirror C3: {mirror:.1f} kHz um^3; ratio {c3/mirror:.2f}")
print(f"r needed to cancel other terms: {r_needed:.2f}")
for s in (0.90, 0.97, 1.00, 1.02, 1.10):
    p = surface(s)
    print(f"scale {s:.2f}: ws {polariton(p)[0]:.1f} cm^-1, "
          f"r {image_factor(-w_line, p):.2f}, C3 {total_c3(s):.1f} kHz um^3")
print(f"total C3<0 for ws {s_low*ws:.1f} to {s_high*ws:.1f} cm^-1")
print(f"7P1/2 geometry factor, |M|=1/2, 3/2: {geometry['P1/2'][0]:.4f}, "
      f"{geometry['P1/2'][1]:.4f}")
print(f"level shift at 100 nm: {shift:.1f} MHz")
print(f"7P1/2-channel broadening (FWHM) at 100 nm: {width:.1f} MHz")
for z, ratio in ratios.items():
    print(f"full/near-field resonant shift at {z} nm: {ratio:.4f}")
print(f"thermal occupation at line, 300 K: {occupation:.4f}")
print("OK")
```

Running it gives:

```
eps_inf, static eps: 3.0, 9.60
phonon wT, wL, damping: 520, 930, 15 cm^-1
surface polariton ws: 846.3 cm^-1 = 11.82 um
S_inf: 0.50; A: 222938 cm^-2; A/ws: 263.4 cm^-1
D3/2: quantum defect 2.47, lambda 1.53
P1/2: quantum defect 3.63, lambda 1.37
P3/2: quantum defect 3.59, lambda 1.41
F5/2: quantum defect 0.02, lambda 2.98
6D3/2 effective n: 3.53; <r^2>: 322.1 a0^2
6D3/2-7P1/2 line: 856.1 cm^-1 = 11.68 um
6D3/2-7P3/2 line: 630.7 cm^-1
radial element 6D3/2-7P1/2: 15.80 a0; grid 15.80 a0
|d|^2 of 7P1/2 line: 83.16 e^2 a0^2
detuning ws-w0: -9.7 cm^-1
S at line: Re -7.90, Im 6.50
virtual integral at line: 0.654
image factor r at line: -16.46
r from oscillator dynamics: -16.47; Im S: 6.48
r from near-resonance law: -16.47
extreme r in scan: -17.06, 18.06
r<0 for w0 from 846.4 to 1372.3 cm^-1
lossless upper edge: 1373.2 cm^-1
C3 of 7P1/2 line: -111.2 kHz um^3
C3 of other P1/2: 1.10 kHz um^3
C3 of all P3/2: 2.60 kHz um^3
C3 of all F5/2: 9.19 kHz um^3
total C3: -98.3 kHz um^3 = -100.8 atomic units
ideal-mirror C3: 26.2 kHz um^3; ratio -3.76
r needed to cancel other terms: -1.91
scale 0.90: ws 761.7 cm^-1, r -1.99, C3 0.1 kHz um^3
scale 0.97: ws 820.9 cm^-1, r -6.45, C3 -30.5 kHz um^3
scale 1.00: ws 846.3 cm^-1, r -16.46, C3 -98.3 kHz um^3
scale 1.02: ws 863.3 cm^-1, r 18.39, C3 137.1 kHz um^3
scale 1.10: ws 931.0 cm^-1, r 4.33, C3 41.9 kHz um^3
total C3<0 for ws 762.3 to 855.6 cm^-1
7P1/2 geometry factor, |M|=1/2, 3/2: 0.5556, 0.3333
level shift at 100 nm: 98.3 MHz
7P1/2-channel broadening (FWHM) at 100 nm: 175.7 MHz
full/near-field resonant shift at 10 nm: 1.0000
full/near-field resonant shift at 50 nm: 0.9993
full/near-field resonant shift at 100 nm: 0.9969
full/near-field resonant shift at 500 nm: 0.9244
thermal occupation at line, 300 K: 0.0168
OK
```
